# The Kramers transmission factor from linearised Langevin motion at a barrier top, part 1

(Sections cited here and not found follow in the second part.)

## First half: motion at the barrier top

### A case with simple numbers

A particle of mass $m$ sits near the top of a potential barrier, where the force pushes it away from $x=0$ with acceleration $w^2x$. Its surroundings slow it at the friction rate $g$ and shake it with a random acceleration $R(t)$. Take $g=\tfrac32 w$, so that

$$\frac{dx}{dt}=v,\qquad \frac{dv}{dt}=w^2x-\tfrac32 w\,v+R(t).$$

The combination $y=v+2wx$ has a simple law of motion:

$$\frac{dy}{dt}=w^2x-\tfrac32wv+R+2wv=\tfrac12 w\,(v+2wx)+R=\tfrac12 w\,y+R .$$

It grows exponentially, at half the frictionless rate $w$, and its sign at late times says on which side the particle ends.

Let the particle start at $x=0$ with velocity $v$. The random kicks add to $v$ a Gaussian number whose variance, as shown below, is $3s^2$, where $s^2$ is the thermal variance of $v$ itself. Write $v=sa$ and call the added number $\sqrt3\,s\,b$. Then $a$ and $b$ are independent standard normal variables, and the particle ends on the right if

$$a+\sqrt3\,b>0 .$$

In the $(a,b)$ plane this is a half-plane whose unit normal is $(\tfrac12,\tfrac{\sqrt3}2)$. The normal makes an angle of $60^\circ$ with the velocity axis.

The net flow to the right is proportional to the thermal average of $v$ at the top, counted only when the particle ends on the right. Backward crossings count negatively, so a path that goes over, back and over again contributes $1-1+1=1$. The average of the vector $(a,b)$, counted as zero outside the half-plane, points along the normal and has length

$$\int_0^\infty r\,\frac{e^{-r^2/2}}{\sqrt{2\pi}}\,dr=\frac1{\sqrt{2\pi}} .$$

Its velocity component is this length times $\cos60^\circ=\tfrac12$. Without kicks the condition would be $a>0$ and the factor would be 1. Friction and noise have therefore halved the flow. The formula to be proved agrees: with $g/2w=\tfrac34$ it gives $\sqrt{1+\tfrac9{16}}-\tfrac34=\tfrac54-\tfrac34=\tfrac12$.

### The model and its noise

The general equation of motion in a potential $V(x)$ is

$$\frac{dx}{dt}=v,\qquad \frac{dv}{dt}=-\frac{V'(x)}m-g\,v+R(t). \tag{1}$$

Here $g$ is a rate: the friction force is $-mgv$. The noise is Gaussian with zero mean and has no memory,

$$\langle R(t)R(t')\rangle=C\,\delta(t-t').$$

The constant $C$ follows from the temperature $T$. For a free particle, long after the start,

$$v(t)=\int_{-\infty}^{t}e^{-g(t-t')}R(t')\,dt',\qquad \langle v^2\rangle=C\int_0^\infty e^{-2g\tau}d\tau=\frac{C}{2g}.$$

The delta function has removed one of the two time integrals in the variance. In thermal equilibrium $\tfrac12m\langle v^2\rangle=\tfrac12k_BT$, hence

$$s^2\equiv\langle v^2\rangle=\frac{k_BT}{m},\qquad C=2g\,s^2. \tag{2}$$

The same noise keeps the Boltzmann distribution stationary when a potential is present. To see this, divide the motion into short steps in which conservative motion alternates with friction and noise. Conservative motion preserves both energy and phase-space volume, so it leaves a density that depends on energy alone unchanged. Friction and noise act on the velocity at fixed $x$ and leave its thermal Gaussian unchanged by (2). Both parts preserve the Boltzmann density, and so does their combination as the steps shrink.

### The theorem

Let $V$ have a reactant well with its minimum at energy zero and angular frequency $w_0$, a product well, and between them a smooth barrier of height $E_b$ with its top at $x=0$:

$$V(x)\approx E_b-\tfrac12mw^2x^2 .$$

The assumptions are these.

* **A1.** The motion is classical, one-dimensional and obeys (1) and (2).
* **A2.** The barrier is high, $E_b\gg k_BT$. The wells are then harmonic and the top parabolic over the regions that matter.
* **A3.** A particle that enters a well reaches thermal equilibrium there before it next reaches the barrier top.

**Theorem.** Under A1 to A3, and to leading order in $k_BT/E_b$, the rate constant for passage from reactant to product is

$$k=\kappa\,\frac{w_0}{2\pi}\,e^{-E_b/k_BT},\qquad \kappa=\sqrt{1+\Big(\frac g{2w}\Big)^2}-\frac g{2w}. \tag{3}$$

The factor multiplying $\kappa$ is the classical transition-state rate, which counts every forward crossing of the top as a reaction. The transmission factor $\kappa$ corrects for particles that cross and return while still near the top. Assumption A3 defines the spatial-diffusion regime. It is a condition on the wells, which the linearised equation at the top cannot supply.

### Lemma 1: the unstable coordinate

**Lemma 1.** Near the top let

$$\lambda=\sqrt{w^2+\frac{g^2}4}-\frac g2>0. \tag{4}$$

Then $y=v+(\lambda+g)x$ and $y_-=v-\lambda x$ obey

$$\frac{dy}{dt}=\lambda y+R,\qquad \frac{dy_-}{dt}=-(\lambda+g)\,y_-+R. \tag{5}$$

**Proof.** With $V'=-mw^2x$, equation (1) becomes $dv/dt=w^2x-gv+R$. Without noise, a trial solution $x\propto e^{\mu t}$ gives

$$\mu^2+g\mu-w^2=0 .$$

Its positive root is $\mu=\lambda$. The sum of the roots is $-g$, so the other root is $-(\lambda+g)$. Their product is $-w^2$, so

$$\lambda(\lambda+g)=w^2. \tag{6}$$

Differentiate $y$ and replace $w^2$ by means of (6):

$$\frac{dy}{dt}=w^2x-gv+R+(\lambda+g)v=\lambda v+\lambda(\lambda+g)x+R=\lambda y+R.$$

In the same way

$$\frac{dy_-}{dt}=w^2x-gv+R-\lambda v=-(\lambda+g)v+\lambda(\lambda+g)x+R=-(\lambda+g)y_-+R. \qquad\blacksquare$$

One coordinate runs away and the other relaxes. Since $y-y_-=(2\lambda+g)x$, the position is recovered as

$$x=\frac{y-y_-}{2\lambda+g}. \tag{7}$$

### Lemma 2: the probability of ending as product

**Lemma 2.** A particle at the top with velocity $v$ ends on the product side, $x>0$, with probability

$$q(v)=\Phi\!\left(\frac v\sigma\right),\qquad \sigma^2=\frac{g\,s^2}\lambda, \tag{8}$$

where $\Phi(z)=(2\pi)^{-1/2}\int_{-\infty}^z e^{-r^2/2}dr$.

**Proof.** Multiply the first equation of (5) by $e^{-\lambda t}$. The left side and the term $\lambda y$ combine into a total derivative, $d(e^{-\lambda t}y)/dt=e^{-\lambda t}R$, so

$$e^{-\lambda t}y(t)=y(0)+\int_0^te^{-\lambda t'}R(t')\,dt'.$$

As $t\to\infty$ the integral tends to a Gaussian variable $N$ of zero mean. By (2) its variance is

$$2gs^2\int_0^\infty e^{-2\lambda t'}dt'=\frac{gs^2}{\lambda}=\sigma^2 .$$

The variable $y_-$ stays bounded in variance. Its initial value decays, and the noise adds at most $2gs^2/[2(\lambda+g)]$ to the variance. By (7), the sign of $x$ at late times is therefore that of $y(0)+N$. For $x(0)=0$ we have $y(0)=v$, and the probability that $v+N>0$ is $\Phi(v/\sigma)$. $\blacksquare$

**Remark on the range of the parabola.** For a start at general $x$, the argument of $\Phi$ is $[v+(\lambda+g)x]/\sigma$. The outcome of a particle released at rest is thus open within a distance of about $\sigma/(\lambda+g)$. From (6),

$$\left(\frac{\sigma}{\lambda+g}\right)^2=\frac{gs^2}{\lambda(\lambda+g)^2}=\frac{s^2}{w^2}\,\frac{g}{\lambda+g}<\frac{s^2}{w^2}.$$

The length $s/w$ is the distance over which the parabola falls by $\tfrac12k_BT$. A barrier many $k_BT$ high, with no finer structure at its top, is parabolic over that distance. This is why linearisation is enough for the outcome.

### Lemma 3: counting reactions by signed crossings

**Lemma 3.** Let $\rho(x,v)$ be the equilibrium phase-space density. Under A3 the number of passages from reactant to product per unit time in equilibrium is

$$\nu=\int_{-\infty}^{\infty}\rho(0,v)\,v\,q(v)\,dv. \tag{9}$$

**Proof.** In a time $dt$, the particles that cross $x=0$ with velocity in $dv$ come from a strip of width $|v|dt$. Their number is $\rho(0,v)|v|\,dv\,dt$. Give each crossing the sign of its $v$, and keep the crossings after which the particle ends as product. Future noise is independent of the past, so that fraction is $q(v)$. The signed count per unit time is the right side of (9).

Now group the crossings by path. A path runs from the well it last left to the well in which it next settles. If it leads from reactant to product, its forward crossings exceed its backward ones by one, and it contributes $+1$. If it leads from product back to product, they are equal, and it contributes 0. Paths that end as reactant have been left out. The signed count is therefore the number of reactant-to-product passages. $\blacksquare$

### Lemma 4: the transmission factor

**Lemma 4.** With $\langle\cdot\rangle$ the average over the thermal density $p(v)=e^{-v^2/2s^2}/(\sqrt{2\pi}\,s)$, and $\theta(v)$ equal to 1 for $v>0$ and 0 otherwise,

$$\kappa\equiv\frac{\langle v\,q(v)\rangle}{\langle v\,\theta(v)\rangle}=\frac\lambda w=\sqrt{1+\Big(\frac g{2w}\Big)^2}-\frac g{2w}. \tag{10}$$

**Proof.** Since $p'(v)=-(v/s^2)p(v)$, we may write $vp=-s^2p'$ and integrate by parts. The boundary terms vanish with $p$:

$$\langle vq\rangle=s^2\int_{-\infty}^\infty p(v)\,q'(v)\,dv,\qquad q'(v)=\frac{e^{-v^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}.$$

The product of the two Gaussians is a Gaussian with inverse variance $1/s^2+1/\sigma^2=(s^2+\sigma^2)/(s^2\sigma^2)$. Hence

$$\langle vq\rangle=\frac{s^2}{2\pi s\sigma}\,\sqrt{2\pi}\,\frac{s\sigma}{\sqrt{s^2+\sigma^2}}=\frac{s^2}{\sqrt{2\pi(s^2+\sigma^2)}}.$$

The denominator of (10) is $\int_0^\infty vp\,dv=s/\sqrt{2\pi}$. Dividing, and using (8) and then (6),

$$\kappa=\frac{s}{\sqrt{s^2+\sigma^2}}=\sqrt{\frac{\lambda}{\lambda+g}}=\sqrt{\frac{\lambda^2}{\lambda(\lambda+g)}}=\frac\lambda w .$$

Division of (4) by $w$ gives the last form in (10). $\blacksquare$

The transmission factor is thus the growth rate at the top relative to its frictionless value. What friction does to the mean motion, it does in the same proportion to the reactive flow.

**Remark on failed crossings.** The quantity $1-\kappa$ is not the fraction of forward crossings that fail. Let $P$ be the probability that a forward crossing, weighted by its flux, ends as product. Because $q(-v)=1-q(v)$, a backward crossing ends as product with probability $1-P$. The signed count gives $\kappa=P-(1-P)=2P-1$. The fraction that fails is $1-P=(1-\kappa)/2$. In the opening case, with $\kappa=\tfrac12$, one forward crossing in four ends on the reactant side.

## Second half: the rate, its regime and an example

### Symbols and results carried over

A particle of mass $m$ has friction rate $g$, barrier frequency $w$, well frequency $w_0$, barrier height $E_b$ and thermal speed $s=\sqrt{k_BT/m}$. Its deviation from the barrier top grows at the rate $\lambda$, where $\lambda(\lambda+g)=w^2$. From the top it ends as product with probability $q(v)=\Phi(v/\sigma)$, with $\sigma^2=gs^2/\lambda$. The equilibrium number of reactive passages per unit time is $\nu=\int\rho(0,v)\,v\,q(v)\,dv$. The thermal average $\langle vq\rangle$ equals $\kappa s/\sqrt{2\pi}$, with $\kappa=\lambda/w=\sqrt{1+(g/2w)^2}-g/2w$.

### Proof of the theorem

By A3 the particle forgets how it entered a well, so its chance of leaving per unit time is a constant $k$. In equilibrium the flow from reactant to product is $\nu=kP_A$, where $P_A$ is the reactant population. Hence $k=\nu/P_A$.

The equilibrium density is a Boltzmann factor in $x$ times the thermal density in $v$. By A2 the reactant population comes from the harmonic bottom of the well. With $\xi$ the displacement from the minimum, its configuration integral is

$$\int_{-\infty}^{\infty}e^{-mw_0^2\xi^2/2k_BT}d\xi=\sqrt{\frac{2\pi k_BT}{mw_0^2}}=\frac{\sqrt{2\pi}\,s}{w_0}.$$

The density at the top, per reactant particle, is therefore $w_0e^{-E_b/k_BT}/(\sqrt{2\pi}\,s)$. Multiplication by $\langle vq\rangle$ gives

$$k=\frac{w_0}{\sqrt{2\pi}\,s}\,e^{-E_b/k_BT}\;\frac{\kappa s}{\sqrt{2\pi}}=\kappa\,\frac{w_0}{2\pi}\,e^{-E_b/k_BT}. \qquad\blacksquare$$

### Weak and strong friction

Put $\epsilon=g/2w$. For small $\epsilon$, $\sqrt{1+\epsilon^2}=1+\tfrac12\epsilon^2+\dots$, so

$$\kappa\approx1-\frac g{2w}\qquad(g\ll w).$$

For large $\epsilon$, $\sqrt{1+\epsilon^2}=\epsilon+1/(2\epsilon)+\dots$, so

$$\kappa\approx\frac wg,\qquad k\approx\frac{w\,w_0}{2\pi g}\,e^{-E_b/k_BT}\qquad(g\gg w).$$

In the second limit the velocity relaxes quickly and the particle diffuses over the top, which it crosses many times before its side is settled.

The rate formula (3) is now proved under A1 to A3, and its forms for weak and strong friction are known. It remains to find when A3 holds at weak friction, to test the formula in a double well, and to work through an example and the effects the model leaves out.
